# Stefan Flow and the Logarithmic Flux Law in a Gas Film

## Definitions and conventions

A flat surface at $z=0$ is covered by a gas film of thickness $\delta$. At the outer edge, $z=\delta$, the film meets well-mixed bulk gas. The gas contains two species: a vapour A, which condenses on or evaporates from the surface, and a carrier B, which the surface neither takes up nor releases.

The molar concentrations are $c_A$ and $c_B$, with sum $c$. The mole fraction of A is $x=c_A/c$, so that of B is $1-x$. The boundary values are $x(0)=x_s$ and $x(\delta)=x_b$, both below 1. A prime denotes $d/dz$.

The molar fluxes relative to the fixed surface are $N_A=c_Au_A$ and $N_B=c_Bu_B$, where $u_A$ and $u_B$ are the mean species velocities. They are positive away from the surface. Since deposition is the main interest, let

$$J=-N_A$$

be the flux of A towards the surface. Condensation has $J>0$ and evaporation has $J<0$.

The film is steady, one-dimensional, isothermal at temperature $T$ and isobaric at pressure $p$. The gas is ideal, so $c=p/(RT)$ is uniform. The diffusivity $D$ is constant, no reaction takes place in the gas, and thermal diffusion is absent. The result is

$$J=\frac{cD}{\delta}\ln\frac{1-x_s}{1-x_b}. \tag{1}$$

Two statements must be kept apart. The flux depends logarithmically on the boundary mole fractions, whereas the mole-fraction profile inside the film is exponential in $z$. Both replace linear relations. The word "stagnant" describes the carrier, whose mean velocity is zero; the gas as a whole moves.

## First derivation: diffusion plus drift

**The fluxes.** The molar-average velocity is

$$v=\frac{N_A+N_B}{c}.$$

Fick's law gives the diffusive flux relative to this velocity. For A it is $-cDx'$. For B it is $-cD(1-x)'=+cDx'$, so the two diffusive fluxes cancel in the sum, as the definition of $v$ requires. Adding the amount of each species carried by the mean motion gives

$$N_A=cvx-cDx', \tag{2}$$

$$N_B=cv(1-x)+cDx'. \tag{3}$$

**The carrier condition.** In a steady film without gas reactions, as much of each species leaves any thin layer as enters it. Hence $N_A'=0$ and $N_B'=0$. Because B cannot cross the surface, $N_B(0)=0$, and uniformity extends this to the whole film:

$$N_B=0 .$$

The definition of $v$ then gives

$$v=\frac{N_A}{c}=-\frac{J}{c}. \tag{4}$$

This mean motion is the Stefan flow. During condensation it points towards the surface. Its origin can be read from equation (3). If A is depleted at the surface, then $x'>0$ and B diffuses outwards at the rate $cDx'$. No B is supplied at the surface to sustain that loss, so a steady state needs an inward drift that returns B at the same rate. The drift carries A as well, and thereby adds to deposition.

**The differential equation.** Put $N_A=-J$ and $cv=-J$ into equation (2):

$$-J=-Jx-cDx'.$$

Moving $-Jx$ to the left and changing all signs gives

$$J(1-x)=cDx'. \tag{5}$$

The diffusive part of the inward flux is $cDx'=(1-x)J$; the drift part is $xJ$. Thus the local mole fraction of A is also the fraction of its flux carried by drift.

**Integration.** Since $x<1$, equation (5) may be divided by $1-x$:

$$J\,dz=cD\,\frac{dx}{1-x}.$$

The left side integrates over the film to $J\delta$. On the right, an antiderivative of $1/(1-x)$ is $-\ln(1-x)$, so

$$J\delta=cD\left[-\ln(1-x)\right]_{x_s}^{x_b}
=cD\left[\ln(1-x_s)-\ln(1-x_b)\right].$$

Division by $\delta$ gives equation (1). For $x_b>x_s$ the argument of the logarithm exceeds 1 and $J$ is positive, as condensation requires. Exchanging the boundary values reverses the sign of $J$ and leaves its magnitude unchanged.

**The profile.** Integration from the surface to an intermediate $z$ gives

$$\frac{Jz}{cD}=\ln\frac{1-x_s}{1-x(z)}.$$

Inserting $J$ from equation (1) and exponentiating,

$$1-x(z)=(1-x_s)\left(\frac{1-x_b}{1-x_s}\right)^{z/\delta}. \tag{6}$$

When $x_s\ne x_b$, the right side is an exponential with positive curvature. It therefore lies below its chord between the two edges, and $x$ lies above the straight line joining $x_s$ and $x_b$. This holds for both condensation and evaporation.

## Second derivation: the force balance on the carrier

The same law follows from asking what holds the carrier in place. Its partial pressure is non-uniform, yet it does not move. Some force must balance the partial-pressure gradient, and that force is the drag of the vapour passing through it.

**The drag law.** Let A exert on B, per unit volume, the force

$$f_{A\to B}=Kc_Ac_B(u_A-u_B).$$

The product $c_Ac_B$ expresses that momentum is exchanged in collisions of unlike pairs, and the linear velocity factor holds for mean velocities small compared with thermal speeds. The coefficient $K$ is taken to depend on temperature but not on composition or pressure. The reaction force on A is $-f_{A\to B}$.

**The link between $K$ and $D$.** With species inertia and viscous stresses neglected, the force balance on A is

$$\frac{dp_A}{dz}=-Kc_Ac_B(u_A-u_B)=K(c_AN_B-c_BN_A).$$

Use $p_A=cRTx$, $c_A=cx$ and $c_B=c(1-x)$:

$$cRTx'=Kc\left[xN_B-(1-x)N_A\right]
=Kc\left[x(N_A+N_B)-N_A\right].$$

Division by $Kc$ and rearrangement give

$$N_A=x(N_A+N_B)-\frac{RT}{K}x'.$$

This has the form of equation (2), because $cv=N_A+N_B$. The coefficients of $x'$ agree if

$$cD=\frac{RT}{K}. \tag{7}$$

Strong drag therefore means a small diffusivity.

**The carrier at rest.** Now set $u_B=0$. The force balance on B alone is

$$\frac{dp_B}{dz}=Kc_Ac_Bu_A=Kc_BN_A=-Kc_BJ.$$

Since $c_B=p_B/(RT)$, division by $p_B$ and use of equation (7) yield

$$\frac{1}{p_B}\frac{dp_B}{dz}=-\frac{KJ}{RT}=-\frac{J}{cD}. \tag{8}$$

The right side is uniform. Integration from $0$ to $\delta$ gives

$$\ln\frac{p_B(\delta)}{p_B(0)}=-\frac{J\delta}{cD},$$

or, after inversion of the ratio,

$$J=\frac{cD}{\delta}\ln\frac{p_B(0)}{p_B(\delta)}. \tag{9}$$

In an isobaric film $p_B=p(1-x)$. The common factor $p$ cancels, and equation (9) becomes equation (1).

The carrier resembles an isothermal atmosphere. Each mole of B feels the same force $KJ$ towards a condensing surface, just as each mole of air feels the same weight in a uniform gravitational field. Its partial pressure falls exponentially with distance from the surface, with decay length $cD/J$. The logarithm in the flux law is the number of decay lengths that fit into the film.

## What each derivation assumes

Both routes need a carrier at rest, a steady one-dimensional film and no thermal diffusion. They use these conditions differently.

The first route starts from Fick's law in the molar-average frame. The choice of frame matters: if $-cDx'$ were taken as the whole flux relative to the surface, the drift term would be lost. Force balance does not appear explicitly. The route gives the drift and the composition profile directly, and it extends readily to time-dependent films.

The second route starts from a linear drag law and neglects viscous stresses on the individual species. It needs neither a mean velocity nor a division of the flux of A into diffusion and drift. Equation (9), with $cD$ read as $RT/K$, uses the carrier balance alone and does not invoke uniform total pressure. This adds no generality while species inertia and viscous stresses are neglected: the balances on A and B then add to $dp/dz=0$, so uniform pressure is a consequence of the model. The pressure varies only if, for example, the inertia of A matters; equation (9) then still holds for a carrier at rest, but equation (1) does not.

Equation (7) shows that the two constitutive laws are equivalent for an isothermal, isobaric binary gas. Their agreement is therefore a consistency check on the algebra and the interpretation, not independent evidence for either law.

Either route can accommodate a temperature difference across the film if thermal diffusion may still be neglected. The quantity $cD$ then varies with $z$, and equation (5) must be divided by it before integration:

$$J\int_0^\delta\frac{dz}{cD}=\ln\frac{1-x_s}{1-x_b}.$$

The factor $\delta/(cD)$ is replaced by an integrated resistance; the logarithm remains. The resistance is not a fixed input, because the moving vapour carries enthalpy and so changes $T(z)$; the relation is implicit in $J$ and must be solved together with the energy balance. Near a strongly heated surface, the neglect of thermal diffusion needs separate justification.

## Comparison with the linear law

Without drift the flux would be

$$J_{\rm lin}=\frac{cD}{\delta}(x_b-x_s).$$

The enhancement factor is the ratio

$$F=\frac{J}{J_{\rm lin}}
=\frac{1}{x_b-x_s}\int_{x_s}^{x_b}\frac{dx}{1-x}. \tag{10}$$

It is the average of $1/(1-x)$ over the composition interval. Since this function increases with $x$, $F$ lies between $1/(1-x_s)$ and $1/(1-x_b)$. Equivalently, $1/F$ is the logarithmic mean of the carrier fractions at the two edges.

For moderate differences let $\bar x=(x_s+x_b)/2$, $m=1-\bar x$ and $\Delta=x_b-x_s$. Then $1-x_s=m+\Delta/2$ and $1-x_b=m-\Delta/2$. With $q=\Delta/(2m)$,

$$F=\frac{1}{\Delta}\ln\frac{1+q}{1-q}
=\frac{2}{\Delta}\left(q+\frac{q^3}{3}+\frac{q^5}{5}+\cdots\right).$$

The even powers cancel between the two logarithms. The series converges because both edge values of $1-x$ are positive, which makes $|q|<1$. Since $2q/\Delta=1/m$,

$$F=\frac{1}{1-\bar x}\left[1+\frac{\Delta^2}{12m^2}+\frac{\Delta^4}{80m^4}+\cdots\right]. \tag{11}$$

In a dilute gas $F\approx1+\bar x$, and the linear law returns. For $x_s=0$ the logarithmic flux exceeds the linear one by 1% at $x_b=0.0197$. At $x_b=0.10$ the excess is 5.4%, and at $x_b=0.80$ the factor is 2.01.

## When the surface returns gas

The role of the net flow becomes clear if each mole of A consumed releases $n$ moles of B. The gas must still be binary, so the product has to be the same species as the carrier. Now $N_B=-nN_A=nJ$, and

$$cv=N_A+N_B=-(1-n)J=-\theta J,\qquad \theta=1-n.$$

Equation (2) becomes $-J=-\theta Jx-cDx'$, or

$$J(1-\theta x)=cDx'.$$

For $\theta\ne0$, an antiderivative of $1/(1-\theta x)$ is $-\ln(1-\theta x)/\theta$. Hence

$$J=\frac{cD}{\theta\delta}\ln\frac{1-\theta x_s}{1-\theta x_b}. \tag{12}$$

For $n=0$ this is equation (1). For $n=1$ the differential equation is $J=cDx'$: the net molar flow vanishes, and both the profile and the flux law are linear at any concentration within this model. For $n>1$ the net molar flow leaves the surface during deposition and reduces the flux below $J_{\rm lin}$. High concentration alone therefore does not produce the logarithm; a net molar flow is also needed.

## A worked film

Take $T=600$ K, $p=10$ kPa, $D=5.0\ \mathrm{cm^2/s}$ and $\delta=5.0$ mm, with $x_b=0.40$ and $x_s=0.05$. These are round model parameters. The ideal-gas law gives $c=2.0045\ \mathrm{mol/m^3}$, and

$$\frac{cD}{\delta}=\frac{2.0045\times5.0\times10^{-4}}{5.0\times10^{-3}}
=0.2005\ \mathrm{mol/(m^2\,s)}.$$

The logarithm is $\ln(0.95/0.60)=0.4595$. Therefore

$$J=0.2005\times0.4595=0.0921\ \mathrm{mol/(m^2\,s)},$$

whereas the linear law gives $0.2005\times0.35=0.0702\ \mathrm{mol/(m^2\,s)}$. The enhancement is $F=1.313$, between the bounds 1.053 and 1.667. The leading term of equation (11) gives 1.290, and the quadratic correction raises it to 1.312.

The Stefan speed is $J/c=4.6$ cm/s towards the surface. At the surface, diffusion carries 95% of the flux of A and drift 5%; at the bulk edge the shares are 60% and 40%. The total is the same at both places, so the gradient must be steeper where drift contributes less. It is 0.0873 per mm at the surface and 0.0551 per mm at the bulk edge, compared with 0.0700 per mm for the straight line. At mid-film $x=0.245$ instead of 0.225.

In the force picture, the carrier's partial pressure falls from 9.5 kPa at the surface to 6.0 kPa at the bulk edge, while the vapour's rises from 0.5 to 4.0 kPa. The total stays at 10 kPa. If both species have molar mass $M=100$ g/mol, the inertial pressure scale relative to $p$ is $Mv^2/(RT)=4\times10^{-8}$. For unequal masses the momentum flux follows the mass flux, and the scale is $(M_AJ)^2/(\rho p)$ with $\rho$ the local mass density; for $M_A=400$ and $M_B=4$ g/mol it reaches $3\times10^{-6}$ at the surface. Inertia therefore gives no reason to abandon the isobaric assumption here.

With the same boundary compositions, $n=1$ gives $0.0702\ \mathrm{mol/(m^2\,s)}$ and $n=2$ gives $0.0577\ \mathrm{mol/(m^2\,s)}$. The change from 0.0921 to these values comes from the net flow alone, since all other inputs are unchanged.

A numerical test solved the time-dependent balance

$$\frac{\partial x}{\partial t}=D\frac{\partial^2x}{\partial z^2}-v\frac{\partial x}{\partial z},$$

with $v$ set at each instant by the exchange of B at the surface. The calculation started from a quadratic profile and ran for five diffusion times $\delta^2/D$, each 50 ms. For $n=0$ it relaxed to the exponential profile and the logarithmic flux, in condensation and in evaporation. For $n=1$ it reached the straight line, and for $n=2$ the flux of equation (12). The uniform flux of B inside the film was tested too. The numerical output lists the relaxed flux for condensation with $n=0$, in units of $cD/\delta$; the other comparisons were checked against a tolerance of $2\times10^{-5}$ in scaled units, without printing their values.

## Where the film law stops being sufficient

As $x_b\to1$ at fixed $x_s<1$, equation (1) diverges logarithmically. The carrier that provides the drag is disappearing from the bulk edge. The divergence belongs to the condition that $x_s$ stays fixed; it does not predict an unlimited deposition rate.

Surface kinetics show one way in which the divergence can be removed. Suppose that the surface consumes A at the rate $J=kcx_s$, with a rate constant $k$ that has the dimension of velocity. Then $x_s$ is no longer prescribed but follows from

$$kx_s=\frac{D}{\delta}\ln\frac{1-x_s}{1-x_b}. \tag{13}$$

For $0<x_b<1$ the left side rises from zero as $x_s$ increases, while the right side falls from a positive value to zero at $x_s=x_b$. They cross once, at $0<x_s<x_b$. Hence $J<kcx_b$, and the flux stays finite as $x_b\to1$. If $k\delta/D$ is large compared with both 1 and $\ln[1/(1-x_b)]$, then $x_s$ becomes small and transport sets the rate. If $k$ is small, $x_s$ approaches $x_b$ and the surface sets it. The surface also takes control as $x_b\to1$ at fixed $k$. Equation (13) can be written as $1-x_b=(1-x_s)e^{-kx_s\delta/D}$, so when $k$ is large compared with $D/\delta$, $x_s$ comes close to 1 only if $1-x_b$ is exponentially small. This cap matters for slow surface reactions. For a freely condensing vapour $k$ is near the collision limit, a quarter of the mean thermal speed, about 90 m/s for 100 g/mol at 600 K. Then $k\delta/D\approx900$ in the worked film and the kinetic cap is out of reach; removal of latent heat (3.7 kW/m$^2$ in the worked film for 40 kJ/mol) or the supply of vapour limits the rate first.

Other assumptions can fail earlier. Heat released by condensation can change the surface temperature and with it $x_s$. If $x_s$ is the saturation value, an isothermal condensing film is supersaturated everywhere above the surface, by a factor $x_b/x_s=8$ at the bulk edge of the worked film, and droplets or particles may form in the gas. A third species requires coupled flux equations. In a reactor, $\delta$ is an effective thickness that represents the flow along the surface, and strong suction or blowing through the surface can alter that flow. Equation (1) accounts for Stefan transport across a film of given $\delta$; it does not determine how $\delta$ responds.

## Numbers as computed

```
temperature T = 600 K
pressure p = 10 kPa
diffusivity D = 5.0 cm^2/s
film thickness delta = 5.0 mm
bulk mole fraction x_b = 0.40
surface mole fraction x_s = 0.05
total concentration c = 2.0045 mol/m^3
flux unit c D/delta = 0.2005 mol/(m^2 s)
ln((1-x_s)/(1-x_b)) = 0.45953
same, from relaxed transient = 0.45953
logarithmic-law flux J = 0.09212 mol/(m^2 s)
linear-law flux J_lin = 0.07016 mol/(m^2 s)
enhancement F = J/J_lin = 1.3129
logarithmic mean of 1-x = 0.7616
lower bound 1/(1-x_s) = 1.0526
upper bound 1/(1-x_b) = 1.6667
F, leading term 1/(1-mean x) = 1.2903
F, with quadratic term = 1.3123
Stefan speed towards surface = 4.595 cm/s
midpoint x, Stefan profile = 0.2450
midpoint x, straight line = 0.2250
dx/dz at surface = 0.08731 per mm
diffusion share at surface = 95.0 %
drift share at surface = 5.0 %
dx/dz at bulk edge = 0.05514 per mm
diffusion share at bulk edge = 60.0 %
drift share at bulk edge = 40.0 %
straight-line slope = 0.07000 per mm
diffusion time delta^2/D = 50.0 ms
chosen mean molar mass = 100 g/mol
inertial pressure / p = 4.23e-08 (no unit)
flux for n = 1 returned B: 0.07016 mol/(m^2 s)
flux for n = 2 returned B: 0.05767 mol/(m^2 s)
F for x_s = 0, x_b = 0.01: 1.0050
F for x_s = 0, x_b = 0.10: 1.0536
F for x_s = 0, x_b = 0.40: 1.2771
F for x_s = 0, x_b = 0.80: 2.0118
F for x_s = 0, x_b = 0.99: 4.6517
x_b for F = 1.01 at x_s = 0: 0.0197
```
